Diagonal two-electron radial integrals in finite-element DVR from the Poisson equation, part 2

Hartree atomic units are used: lengths in bohr, energies in Eh. The task is the radial electron repulsion integral

I = ∫∫ ρ_A(r) k_l(r,s) ρ_B(s) dr ds,   k_l(r,s) = r_<^l / r_>^(l+1),

where r_< and r_> are the smaller and larger of r and s, and ρ_A, ρ_B are products of two reduced radial functions u, ∫u² dr = 1.

The box [0,R] is cut into elements [a,b] of length h with local coordinate −1 ≤ x ≤ 1. Each has n Gauss-Lobatto nodes (x = ±1 and the zeros of P′_{n−1}, P_j being Legendre polynomials); the rule is exact to degree 2n−3. The weights in x are 1/3, 4/3, 1/3 for n = 3, and 1/6 at ±1, 5/6 at ±1/√5 for n = 4; in r they are multiplied by h/2. The composite rule is S[g] = Σ w_i g(r_i). The basis χ_i = f_i/√w_i, with f_i(r_k) = δ_ik, spans the space W of continuous piecewise polynomials of degree n−1 vanishing at 0 and R.

The Poisson rule approximates I for smooth densities by

I_h = Σ_ik w_iρ_A(r_i) V_ik w_kρ_B(r_k),

V_ik = (2l+1)[T⁻¹]_ik/(r_i√w_i r_k√w_k) + (r_ir_k)^l/R^(2l+1),

T_ik = ∫χ_i′χ_k′ dr + δ_ik l(l+1)/r_i².

In basis functions, (χ_iχ_j | k_l | χ_kχ_m) → δ_ij δ_km V_ik. The naive rule uses k_l(r_i,r_k) in place of V_ik. For any l, B(r) = ∫_r^R ρ s^(−l−1) ds.

For l = 0, a(u,v) = ∫u′v′ dr, ‖v‖² = a(v,v), y is r times the potential, Q₀ = ∫ρ dr, y₀ = y − rQ₀/R, y₀″ = −ρ/r, and

1/r_> = G₀/(rs) + 1/R,   G₀ = r_<(1 − r_>/R),   V_ik = G_h(r_i,r_k)/(r_ir_k) + 1/R.

For v vanishing at 0 and R, the slopes of G₀ give a(G₀(·,s), v) = v(s). G_h reproduces point values in W and equals G₀ when one argument is an element edge.

In section 8 the density ρ_A = ρ_B = r^(l+2)(R−r)² gave I_h = I at n = l+6 and, for l = 0 and n = 5, I_h − I = −5.45×10⁻⁵.

9. Closed form for l = 0

Split W into hat functions, linear on each element, and bubbles that live in one element:

φ_j(x) = ∫_{−1}^x P_j dx′ = (P_{j+1} − P_{j−1})/(2j+1),   j = 1, …, n−2.

The second form follows from the recurrence (2j+1)P_j = P′_{j+1} − P′_{j−1}. Each φ_j has degree j+1 and vanishes at x = ±1 because ∫P_j dx = 0. A hat has constant slope in the element, so its energy product with a bubble is a constant times ∫P_j dx = 0. Among bubbles, with d/dr = (2/h)d/dx and dr = (h/2)dx,

a(φ_j,φ_k) = (2/h) ∫P_jP_k dx = δ_jk 4/[h(2j+1)].

For an a-orthogonal basis the function Σ φ(r)φ(s)/a(φ,φ) reproduces point values, so G_h = G_hat + B_e, where B_e is nonzero only for r and s in the same element:

B_e(r,s) = (h/4) Σ_{j=1}^{n−2} (2j+1) φ_j(x_r) φ_j(x_s).

G_hat is the n = 2 Green function. It is linear in each argument on each element and equals G₀ at pairs of edges. If r and s lie in different elements, G₀ = r_<(1 − r_>/R) is itself a product of linear functions, so G_hat = G₀. If they share the element [a,b], fix s. At r = a the function G₀(a,·) is linear across the element, so G_hat(a,s) = G₀(a,s), and likewise at r = b. The difference G₀ − G_hat therefore vanishes at a and b, is linear on each side of s, and has the slope jump −1 of G₀. These conditions give

g_e(r,s) = (r_< − a)(b − r_>)/h,

whose slopes (b−s)/h and −(s−a)/h differ by −1. The result is

V_ik = 1/r_> − [g_e − B_e](r_i,r_k)/(r_ir_k)   for two nodes in one element,

and V_ik = 1/r_> otherwise. The Poisson route changes the naive matrix only in the blocks that contain the kink.

The correction has a sign. The calculation that showed a(G₀,v) = v(s) also gives a(g_e(·,s),φ_j) = φ_j(x_s). These products are the Legendre coefficients of the slope of g_e, which is square integrable and has zero mean. Integrating its Legendre series gives g_e as the sum that defines B_e, extended to all j ≥ 1. Hence g_e − B_e is the tail j ≥ n−1, and for nodal charges q_i = w_iρ(r_i),

I_naive − I_h = Σ_elements (h/4) Σ_{j≥n−1} (2j+1) [ Σ_i q_iφ_j(x_i)/r_i ]² ≥ 0.

For l = 0 and ρ_A = ρ_B the naive rule never lies below the Poisson rule.

The closed form, the equality across elements and the sign were tested against direct inversion on the mesh with edges 0, 1, 2.5, 4 bohr and n = 6. For the node r_i = 1.536076 bohr, V_ii = 0.633467 Eh against 1/r_i = 0.651009 Eh. The difference 0.017542 times r_i² = 2.35953 gives g_e − B_e = 0.0414 bohr, while g_e = 0.536076 × 0.963924/1.5 = 0.3445 bohr, so four bubbles recover 88% of g_e at this node. For the neighbour r_j = 1.963924 bohr, V_ij = 0.510634 Eh lies above 1/r_j = 0.509185 Eh. The inequality concerns quadratic forms and diagonal elements, and an off-diagonal element may differ in either direction.

10. Single basis integrals

On the same mesh the defining double integral was computed with quadrature split at the kink. The true (ii|ii) is 0.505935 Eh, and V_ii exceeds it by 0.633467/0.505935 − 1 = 25%. The true (ij|ij), which the rule sets to zero, is 0.006553 Eh. Both discrepancies were tested as nonzero.

Their origin is the degree of the products. The polynomial f_i² has degree 2n−2 and a positive leading coefficient. The polynomial (1−x²)(P′_{n−1})² has the same degree, a negative leading coefficient, a positive integral and zeros at all nodes. For a suitable γ > 0 the sum f_i² + γ(1−x²)(P′_{n−1})² has degree 2n−3 or less, so the rule is exact for it, and w_i = ∫f_i² + (positive number). The true charge ∫χ_i² dr is below the unit charge that the rule assigns. This accounts for the direction of part of the discrepancy, and the share is not separated here. The integral (ij|ij) is the self-energy of the charge χ_iχ_j, which is not zero between the nodes. The matrix V is thus a quadrature rule for smooth densities, and its elements should not be mixed with exactly computed basis integrals in the expectation that they approximate one another.

11. Error of the Poisson rule for l = 0

Take ρ_A = ρ_B = ρ, uniform elements, H = h/2, f = ρ/r with f(0) = 0, and ρ negligible at R with its derivatives. Let E[g] = ∫g − S[g]. Since −y₀″ = f, a(y₀,v) = ∫fv, and I = ∫f y₀ + Q₀²/R. The discrete solution obeys a(y_h,v) = S[fv] for v in W, and I_h = S[f y_h] + Q_h²/R with Q_h = S[ρ].

Define J(v) = 2∫fv − ‖v‖² and J_h(v) = 2S[fv] − ‖v‖². Expanding the squares gives

J(v) = ∫f y₀ − ‖y₀ − v‖²,   J_h(v) = S[f y_h] − ‖y_h − v‖²,

and by definition J(v) − J_h(v) = 2E[fv]. Choose v as the a-orthogonal projection of y₀ on W, called v from here on. Solving for the difference and using Q₀² − Q_h² = 2Q₀E[ρ] − E[ρ]²,

I − I_h = ‖y₀ − v‖² + 2E[fv] − ‖y_h − v‖² + (2Q₀E[ρ] − E[ρ]²)/R.

This identity has no remainder. By the hat and bubble split, v′ on each element is the Legendre series of y₀′ cut after P_{n−2}.

Limit check. For the polynomial density of section 8 with l = 0 and n = 5, f has degree 3 and fv degree 7 = 2n−3 for every member of W. All E vanish, y_h = v, and I_h − I = −‖y₀ − v‖² < 0, in agreement with the sign of −5.45×10⁻⁵.

For general smooth f, the first dropped Legendre term of y₀′ scales as H^(n−1), so the first term is O(H^(2n−2)). The rule first fails at degree 2n−2, so E[fv] and E[ρ] are O(H^(2n−2)). For the third term, a(y_h − v, φ) = −E[fφ] for φ in W. The top bubble has degree n−1 and needs the Taylor term of f of degree n−1, so E[fφ] = O(H^n) per element including the length. Its square divided by a(φ,φ) ∝ 1/H is O(H^(2n+1)), and the sum over R/h elements is O(H^(2n)). Lower bubbles and hats need higher Taylor terms and give less. The error is O(h^(2n−2)).

The constant for n = 3. About a midpoint, y₀′ contains y₀‴H²x²/2 with x² = (2/3)P₂ + 1/3, so the dropped term is y₀‴H²P₂/3. The mean of P₂² is 1/5 and y₀‴ = −f′, so ‖y₀−v‖² ≈ H⁴∫f′²/45. Simpson's rule gives 1/3 for the mean of x⁴ against the true 1/5, a difference −2/15, and division by 4! gives E[g] ≈ −(H⁴/180)∫g⁗. For g = fv with v quadratic, g⁗ = f⁗v + 4f‴v′ + 6f″v″. At midpoints v, v′, v″ equal those of y₀ up to O(H²). These are the terms of (fy₀)⁗ without 4f′y₀‴ + f y₀⁗ = −4f′² − f f″. With ∫f f″ = −∫f′², which uses f(0) = 0,

∫g⁗ ≈ −(fy₀)‴(0) + 4∫f′² − ∫f′² = 3∫f′² − (fy)‴(0) + Q₀ρ‴(0)/R,

where f y₀ = f y − ρQ₀/R was used. The last piece contributes −H⁴Q₀ρ‴(0)/(90R) to 2E[fv]. The boundary term contributes 2(Q₀/R)(−H⁴/180)(−ρ‴(0)), which cancels it. At leading order

I − I_h ≈ H⁴ { ∫f′²/45 − [3∫f′² − (fy)‴(0)]/90 }.

For hydrogen 1s, ρ = 4r²e^(−2r), f = 4re^(−2r) and y = 1 − (1+r)e^(−2r), which satisfies y″ = −f, y(0) = 0, y(∞) = 1. The series are f = 4r − 8r² + 8r³ − (16/3)r⁴ + … and y = r − (2/3)r³ + (2/3)r⁴ + …. The r³ coefficient of fy is −8, so (fy)‴(0) = −48. With ∫f′² = 2 the constant is 2/45 − 54/90 = −5/9. At h = 0.0625 bohr, H⁴ = 9.537×10⁻⁷ and the prediction is I_h − I = 5.298×10⁻⁷ Eh. The computed value, with R = 20 bohr, is 5.299×10⁻⁷ Eh, and the ratio to 8.479×10⁻⁶ Eh at h = 0.125 bohr gives order 4.00. Order and constant were tested. I_h lies above I here, so the rule is not a lower bound, although the projection term alone would make it one.

The constant for n = 4. With x³ = (2/5)P₃ + (3/5)P₁ the dropped term is y₀⁗H³P₃/15. The mean of P₃² is 1/7, which gives H⁶A/1575 with A = ∫f″². The rule gives 1/6 + (5/6)/125 = 13/75 for the mean of x⁶ against 1/7, a difference −16/525, and division by 6! gives E[g] ≈ −(H⁶/23625)∫g⁽⁶⁾. For cubic v the terms missing from (fy₀)⁽⁶⁾ are 15f″y₀⁗ + 6f′y₀⁽⁵⁾ + f y₀⁽⁶⁾ = −15f″² − 6f′f‴ − f f⁗. Integration by parts gives ∫f′f‴ = −f′(0)f″(0) − A and ∫f f⁗ = −∫f′f‴. The 1/R pieces cancel as before, and

I − I_h ≈ H⁶ { A/1575 − 2[10A − 5f′(0)f″(0) − (fy)⁽⁵⁾(0)]/23625 }.

For 1s, A = 40, f′(0)f″(0) = 4 × (−16) = −64, and the r⁵ coefficient of fy is 8/3 + 16/3 − 16/3, so (fy)⁽⁵⁾(0) = 320. The two origin terms cancel for this density, so the 1s comparison below probes only their sum, which is zero. The bracket is 400 + 320 − 320 = 400, and the constant is 0.025397 − 0.033862 = −8/945 = −0.008466.

These errors were computed in 40-digit arithmetic. The scaled values (I − I_h)/H⁶ are −0.014930, −0.010172, −0.008898, −0.008550 for h = 0.25, 0.125, 0.0625, 0.03125 bohr, and the apparent orders are 6.55, 6.19, 6.06. The order and the constant were tested on the finest meshes, as was the steady approach to 6. The two leading parts cancel to a third of the smaller one, which leaves room for the next term. Its coefficient estimated at h = 0.0625 bohr is −0.44, and at h = 0.25 bohr it adds −0.44 × 0.0156 = −0.0069, comparable to the leading constant. This coefficient is fitted, not derived. The evidence for an H⁸ term is that the scaled values differ from −0.008466 by −0.006464, −0.001706 and −0.000432 at h = 0.25, 0.125 and 0.0625 bohr, falling by factors 3.79 and 3.95, near the factor 4 of a relative correction H². At h = 0.25 bohr the two terms give −0.0153 against the printed −0.0149, so higher terms still contribute there. A correction with the sign of the leading term raises the apparent order above 6 on coarse meshes.

The finest value shows one more effect. The two terms give −0.008466 − 0.44 × 0.000244 = −0.008573, not −0.008550. The reference 5/8 includes charge beyond R, whose contribution is 2∫_R^∞ f dr = 2(2R+1)e^(−2R) = 82e^(−40) = 3.5×10⁻¹⁶ Eh, the enclosed charge being 1. Division by H⁶ = 1.46×10⁻¹¹ gives +0.000024, and the sum −0.008549 matches the printed value within the rounding of 0.44.

12. Error of the naive rule for l = 0

In each element I_naive − I_h = Σ w_iw_k f(r_i)f(r_k)(g_e − B_e). Each weight and the bracket scale as h, so an element gives h³f² times a number that depends on n, and the sum is O(h²∫f²) for n ≥ 3.

For n = 3 the one interior node is the midpoint, where g_e = h/4. With φ₁ = (x²−1)/2 = −1/2, B_e = (h/4)·3·(1/4) = 3h/16, and w = 2h/3. An element gives (4h²/9)(h/16)f² = h³f²/36, so I_naive − I_h ≈ (h²/36)∫f². For 1s, ∫f² = 1/2, and h²/72 = 5.425×10⁻⁵ Eh at h = 0.0625 bohr. Adding I_h − I = 0.053×10⁻⁵ Eh gives 5.478×10⁻⁵ Eh, the computed error. Constant and order (2.04) were tested.

For n = 4, x = ±σ with σ² = 1/5. Then φ₁ = −0.4 and φ₂ = (x³−x)/2 = ∓0.4σ, so 3φ₁² = 0.48 and 5φ₂² = 0.16. On the diagonal B_e = 0.16h against g_e = (1−σ²)h/4 = 0.2h. Off the diagonal B_e = 0.08h against g_e = (1−σ)²h/4 = 0.07639h. With w = 5h/12 the coefficient is 2(0.04 − 0.00361)(25/144) = 0.01264, which predicts 0.01264 × 0.125² × 0.5 = 9.87×10⁻⁵ Eh at h = 0.125 bohr. The computed error is 9.879×10⁻⁵ Eh, and the tested order is 2.00. At this h the Poisson error is 6.063×10⁻¹⁰ Eh.

13. Hydrogen integrals with l = 0, 1, 2

The orders above were derived for l = 0. For l > 0 the evidence is section 8 and a comparison with exact values. For ρ = C r^p e^(−αr), the two orderings of r and s give I = 2∫ρ r^l B dr. Repeated integration by parts gives, with ν = p − l − 1 ≥ 0,

∫_r^∞ s^ν e^(−αs) ds = e^(−αr) Σ_{k=0}^ν ν! r^k/(k! α^(ν−k+1)),

and the outer integral follows from ∫r^μ e^(−2αr) dr = μ!/(2α)^(μ+1). For 1s, C = 4, p = 2, α = 2, ν = 1, and F⁰ = 32[(1/4)(2/64) + (1/2)(6/256)] = 5/8 Eh. With u_2p = r²e^(−r/2)/√24 the same sum gives G¹(1s,2p) = 112/2187 Eh and F²(2p,2p) = 45/512 Eh.

On nine elements out to 60 bohr, the Poisson errors at n = 6 (44 functions) are 1.6×10⁻⁶, −1.5×10⁻⁸ and −1.0×10⁻⁸ Eh. At n = 10 all three are below 10⁻¹² Eh in size, and at n = 14, where agreement was tested, below 10⁻¹³ Eh. The naive errors for F⁰ are 3.79×10⁻³, 1.22×10⁻³ and 5.97×10⁻⁴ Eh, the last being 0.1% of the value. Multiplied by n(n−1) = 30, 90, 182 they give 0.114, 0.110, 0.109 Eh, which suggests a 1/n² law, a conjecture not derived here. The naive errors for l = 1 and 2 are also positive. That sign was tested at n = 14. The derived statement, for l = 0 only, is I_naive ≥ I_h, and a positive error against the exact value follows from it if I_h is not below the exact value, or if I_naive − I_h exceeds the Poisson error in size, as it does here.

14. Worked example: the helium atom

The level of theory is restricted Hartree-Fock, nonrelativistic, with a fixed point nucleus of charge 2. It leaves out electron correlation, relativity and nuclear motion, so the energy is not that of the real atom. Both electrons occupy u = Σc_iχ_i with Σc_i² = 1, the norm under the rule. The one-electron matrix is h1 = T/2 − diag(2/r_i) with l = 0, where the rule applies because u²/r vanishes at the origin. The nodal charges are c_i², and

E = 2⟨h1⟩ + J,   ⟨h1⟩ = Σ c_i h1_ik c_k,   J = Σ c_i² V_ik c_k².

Setting the derivative of E − 2εΣc² to zero gives 4(h1c)_i + 4c_iΣ_kV_ikc_k² = 4εc_i, by the symmetry of V. The Fock matrix is h1 + diag(Σ_kV_ikc_k²), and multiplication by c_i with summation gives ε = ⟨h1⟩ + J.

The edges are 0, 0.5, 1.5, 3, 6, 10, 20 bohr with n = 12, so N = 6 × 11 + 1 − 2 = 65. At self-consistency ⟨h1⟩ = −1.943724433 Eh (printed as h) and J = 1.025768870 Eh. Then

ε = −1.943724433 + 1.025768870 = −0.917955563 Eh,

E = −3.887448866 + 1.025768870 = −2.861679996 Eh = −77.87028 eV.

The digits describe the Hartree-Fock model and serve the comparison of methods. Three tests of the energy follow, and then two changes of the kernel that show their cost.

With n = 16 (89 functions) E changes by about 10⁻¹³ Eh. A basis of 25 s Gaussians with exponents 0.03 × 2^k bohr⁻² and analytic integrals gives −2.861679989 Eh and ε = −0.91795556 Eh, 6.5×10⁻⁹ Eh above the mesh energy. The Gaussian energy is an upper bound to the Hartree-Fock limit. The mesh energy carries no such guarantee, because it contains quadrature errors whose sign is not fixed.

Scaling the orbital by λ in an unbounded space multiplies the kinetic energy by λ² and the potential energy by λ, so stationarity at λ = 1 requires the potential energy to be −2 times the kinetic, and E to be minus the kinetic energy. The mesh does not impose this. The kinetic energy is 2.86168000 Eh and the ratio 2.00000000.

With the naive kernel the energy function lies at or above the Poisson one for every c, by section 9, and so does its minimum. The result is −2.860552638 Eh, an excess of 1.127×10⁻³ Eh over E on the same 65 functions.

Without the boundary term every V_ik loses 1/R. The Fock matrix then shifts by −(1/R)Σc_k² = −1/R times the unit matrix, the orbital is unchanged, and both J and ε drop by 1/R = 0.05 Eh. The computed values are E = −2.911679996 Eh and ε = −0.967955563 Eh. The density at 20 bohr is negligible, yet the omission costs 0.05 Eh, because the term represents the potential at R, which depends on the enclosed charge and not on the density there.

The rule loses its basis when a density does not vanish at R. The charge outside the box is then absent, and the end terms w_Rρ(R) of the moment and of the outer integral, of order h, are dropped. The values quoted above are listed in the numerical output below.

Calculated quantities

```
first element n=7, h=1.3 bohr: derivative-matrix error < 1e-10: True
  max|exact-diagonal| of int f f/r^2 = 14.7754 1/bohr, all from the r=0 term
rho=r^(l+2)(R-r)^2, edges 0,0.5,2 bohr (model density, a.u.)
  l=0: exact 1.0158730159, err(n=l+5) -5.45e-05, |err(n=l+6)| 4e-16, boundary part 0.56888889
  l=1: exact 0.6403078403, err(n=l+5) -1.59e-05, |err(n=l+6)| 1e-16, boundary part 0.18575964
  l=2: exact 0.6440966441, err(n=l+5) -2.84e-06, |err(n=l+6)| 0e+00, boundary part 0.12899975
  l=3: exact 0.8486920487, err(n=l+5) -4.51e-07, |err(n=l+6)| 1e-16, boundary part 0.13373329
l=0, edges [0, 1.0, 2.5, 4.0] bohr, n=6: r_i=1.536076, r_j=1.963924, w_i=0.416144 bohr
  V_ii=0.633467, 1/r_i=0.651009, true (ii|ii)=0.505935, true (ij|ij)=0.006553 Eh
  V_ij=0.510634, 1/r_j=0.509185 Eh
hydrogen, edges [0, 1.0, 3.0, 6.0, 10.0, 16.0, 24.0, 34.0, 46.0, 60.0] bohr; errors = computed - exact, Eh
  F0(1s,1s) exact 5/8 = 0.625000000000 Eh
    n=6 N=44: Poisson 1.6e-06, naive 3.79e-03
    n=10 N=80: Poisson -8.1e-13, naive 1.22e-03
    n=14 N=116: Poisson -6.1e-14, naive 5.97e-04
  G1(1s,2p) exact 112/2187 = 0.051211705533 Eh
    n=6 N=44: Poisson -1.5e-08, naive 8.60e-04
    n=10 N=80: Poisson -2.2e-14, naive 2.78e-04
    n=14 N=116: Poisson -8.0e-16, naive 1.37e-04
  F2(2p,2p) exact 45/512 = 0.087890625000 Eh
    n=6 N=44: Poisson -1.0e-08, naive 1.67e-03
    n=10 N=80: Poisson -1.1e-16, naive 5.42e-04
    n=14 N=116: Poisson -1.0e-15, naive 2.66e-04
1s, R=20 bohr (a.u.): int f^2=1/2, int f'^2=2, int f''^2=40
  (fy)'''(0)=-48, (fy)^(5)(0)=320, f'(0)f''(0)=-64; n=3 constant of I-I_h=-5/9
  n=3 h=0.125,0.0625 bohr: Poisson 8.479e-06,5.299e-07 Eh order 4.00
       naive 2.255e-04,5.478e-05 Eh order 2.04
       predicted at h=0.0625: Poisson 5.298e-07, naive 5.425e-05 Eh
  n=4 h=0.25,0.125 bohr: naive 3.961e-04,9.879e-05 Eh order 2.00
  n=4 constant of I-I_h: Galerkin 0.025397, quadrature -0.033862, sum -8/945 = -0.008466
    h=0.25 bohr: Poisson 5.695e-08 Eh, (I-I_h)/H^6=-0.014930
    h=0.125 bohr: Poisson 6.063e-10 Eh, (I-I_h)/H^6=-0.010172
    h=0.0625 bohr: Poisson 8.287e-12 Eh, (I-I_h)/H^6=-0.008898
    h=0.03125 bohr: Poisson 1.244e-13 Eh, (I-I_h)/H^6=-0.008550
    apparent orders 6.55, 6.19, 6.06; H^8 coefficient from h=0.0625: -0.44
He RHF, edges [0, 0.5, 1.5, 3.0, 6.0, 10.0, 20.0] bohr, n=12, N=65
  h=-1.943724433, J=1.025768870, eps=-0.917955563, kinetic=2.86168000 Eh
  E=-2.861679996 Eh = -77.87028 eV; virial ratio -V/T=2.00000000
  n=16 N=89: E=-2.861679996 Eh, |change|=1e-13 Eh
  25 s Gaussians 0.03*2^k 1/bohr^2: E=-2.861679989, eps=-0.91795556, E-E_DVR=6.5e-09 Eh
  naive kernel: E=-2.860552638 Eh, excess 1.127e-03 Eh
  no boundary term: E=-2.911679996, eps=-0.967955563, 1/R=0.050000 Eh
```
